# Rescaling Remaining Waiting Times in Kinetic Monte Carlo on a Lattice: test program

```python
"""
Result under test: when an event changes the rate of another pending event from
a to b, replacing its firing time T by now + (a/b)*(T - now) leaves the law of
the kinetic Monte Carlo trajectory equal to that of the Markov master equation.

Symbols: a, b = old and new rate of the pending event; c = rate of the neighbour
event; T = scheduled firing time; now = time of the neighbour event.
Lattice example: sites on a ring are 0 (open), 1 (intact molecule), 2 (reacted).
Channels: adsorption 0->1, desorption 1->0, reaction 1->2. Every occupied
neighbour multiplies desorption by g and divides reaction by g.
Energies, prefactor and site area are rough or chosen model values.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.sparse import csr_matrix
from scipy.sparse.linalg import expm_multiply
from scipy.stats import chi2

rng = np.random.default_rng(20417)

# ---------------------------------------------------------------- parameters
temperature = 320.0          # K
pressure_torr = 0.01         # Torr
mass_u = 72.09               # trimethylaluminium monomer, atomic mass units
site_area_nm2 = 0.20         # nm^2
prefactor = 1.0e13           # 1/s
binding_eV = 0.60
barrier_eV = 0.62
crowding_eV = 0.03           # per occupied neighbour
t_end = 1.0e-3               # s
n_sites = 6
RING = (1, -1)
NEW_STATE = np.array([1, 0, 2])   # site state after adsorption, desorption, reaction

kT_J = sc.k * temperature
kT_eV = kT_J / sc.e
flux = pressure_torr * sc.torr / np.sqrt(2 * np.pi * mass_u * sc.atomic_mass * kT_J)
k_ads = flux * site_area_nm2 * 1e-18
k_des = prefactor * np.exp(-binding_eV / kT_eV)
k_rea = prefactor * np.exp(-barrier_eV / kT_eV)
g = np.exp(crowding_eV / kT_eV)
g_table = g ** np.arange(5)
base_rates = (k_ads, k_des, k_rea)

print(f"temperature {temperature:.0f} K, pressure {pressure_torr:.3f} Torr, pulse time {t_end*1e3:.1f} ms")
print(f"binding {binding_eV:.2f} eV, reaction barrier {barrier_eV:.2f} eV, crowding {crowding_eV:.2f} eV")
print(f"prefactor {prefactor:.1e} 1/s, site area {site_area_nm2:.2f} nm^2, mass {mass_u:.2f} u")
print(f"thermal energy kT = {kT_eV:.5f} eV")
print(f"adsorption rate per open site = {k_ads:.1f} 1/s")
print(f"desorption rate, no neighbour = {k_des:.1f} 1/s; one neighbour = {k_des*g:.1f} 1/s")
print(f"reaction rate, no neighbour = {k_rea:.1f} 1/s; one neighbour = {k_rea/g:.1f} 1/s")
print(f"crowding factor g = {g:.4f}, 1/g = {1/g:.4f}")

# ------------------------------------------------ one clock followed by hand
old_firing, now_example = 300e-6, 120e-6
remaining = old_firing - now_example
print(f"hand example: neighbour at {now_example*1e6:.0f} us, old firing time {old_firing*1e6:.0f} us, "
      f"remaining {remaining*1e6:.0f} us")
print(f"  desorption: new remaining {remaining/g*1e6:.1f} us, fires at {(now_example+remaining/g)*1e6:.1f} us")
print(f"  reaction: new remaining {remaining*g*1e6:.1f} us, fires at {(now_example+remaining*g)*1e6:.1f} us")

# ------------------- one pending clock, one neighbour: map against the chain
n_grid = 1500
quantile = (np.arange(n_grid) + 0.5) / n_grid
for name, a, b in (("desorption", k_des, k_des * g), ("reaction", k_rea, k_rea / g)):
    c = k_ads
    T = -np.log(quantile)[:, None] / a
    S = -np.log(quantile)[None, :] / c
    rescaled = np.where(T < S, T, S + (a / b) * (T - S))
    chain = np.array([[-(a + c), 0, 0], [c, -b, 0], [a, b, 0]])
    for t in (0.5 / (a + c), 1 / (a + c), 2.5 / (a + c)):
        exact = expm(chain * t)[:2, 0].sum()
        formula = np.exp(-(a + c) * t) + c * (np.exp(-b * t) - np.exp(-(a + c) * t)) / (a + c - b)
        assert abs(formula - exact) < 1e-9
        assert abs((rescaled > t).mean() - exact) < 2e-3   # finite quantile grid
    mean_formula = (1 + c / b) / (a + c)
    assert abs(rescaled.mean() / mean_formula - 1) < 2e-3
    print(f"{name} clock with one neighbour event: mean firing time {rescaled.mean()*1e6:.1f} us "
          f"(map), {mean_formula*1e6:.1f} us (formula)")
    if b > a:
        past = ((a / b * T < S) & (T > S)).sum() / (T > S).sum()
        assert past > 0.1
        print(f"  scaling the whole wait puts {past:.3f} of the changed events in the past")

# --------------- joint law of the remaining times after a neighbour fires first
samples = 400000
t_des = rng.exponential(1 / k_des, samples)
t_rea = rng.exponential(1 / k_rea, samples)
t_nbr = rng.exponential(1 / k_ads, samples)
first = (t_nbr < t_des) & (t_nbr < t_rea)
s_first = t_nbr[first]
r_des = (t_des[first] - s_first) / g
r_rea = (t_rea[first] - s_first) * g
total = k_des + k_rea + k_ads
for u, v, w in ((0.5, 0.7, 0.6), (1.0, 0.2, 0.5), (0.2, 1.2, 0.3)):
    observed = np.mean((s_first > u / total) & (r_des > v / (k_des * g)) & (r_rea > w * g / k_rea))
    expected = np.exp(-u - v - w)
    assert abs(observed - expected) < 4.5 * np.sqrt(expected * (1 - expected) / first.sum())
    if u == 0.5:
        print(f"joint survival of neighbour time and two rescaled clocks: {observed:.4f} sampled, "
              f"{expected:.4f} product law")
scaled = r_des * k_des * g
peeked = scaled[scaled > np.log(2)].mean()
assert abs(scaled.mean() - 1) < 0.012
assert abs(peeked - (1 + np.log(2))) < 0.015
print(f"mean of b times new remaining time: {scaled.mean():.3f}; if b is given only to long waits: {peeked:.3f}")


# ------------------------------------------------------------- lattice model
def channel_rates(sites, rates, offsets):
    """Rates of all channels (adsorption, desorption, reaction blocks) and crowding factors."""
    occupied = (sites > 0).astype(int)
    boost = g_table[sum(np.roll(occupied, d, axis=1) for d in offsets)]
    molecule = sites == 1
    return np.hstack([rates[0] * (sites == 0), rates[1] * boost * molecule,
                      rates[2] / boost * molecule]), boost


def generator(n, rates, offsets, hop):
    """Master-equation matrix; one extra row accumulates the mean number of events."""
    size = 3 ** n
    index, weight = np.arange(size), 3 ** np.arange(n)
    states = (index[:, None] // weight) % 3
    rate, boost = channel_rates(states, rates, offsets)
    rows, cols, vals = [], [], []
    for channel in range(3 * n):
        kind, site = divmod(channel, n)
        source = index[rate[:, channel] > 0]
        r = rate[source, channel]
        target = source + (NEW_STATE[kind] - states[source, site]) * weight[site]
        rows += [target, source, np.full(len(source), size)]
        cols += [source, source, source]
        vals += [r, -r, r]
    if hop > 0:
        for site in range(n):
            for d in offsets:
                other = (site + d) % n
                source = index[(states[:, site] == 1) & (states[:, other] == 0)]
                r = hop * boost[source, site]
                rows += [source - weight[site] + weight[other], source]
                cols += [source, source]
                vals += [r, -r]
    matrix = csr_matrix((np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
                        shape=(size + 1, size + 1))
    return matrix, states


def master(n=n_sites, rates=base_rates, offsets=RING, hop=0.0, duration=t_end, start=None):
    """Evolve the master equation; returns the vector and the mean reacted fraction."""
    matrix, states = generator(n, rates, offsets, hop)
    if start is None:
        start = np.zeros(3 ** n + 1)
        start[0] = 1.0
    norm = abs(matrix).sum(axis=0).max() * duration
    if norm > 2000:
        vector = expm(matrix.toarray() * duration) @ start
    else:
        vector = expm_multiply(matrix * duration, start)
    assert abs(vector[:-1].sum() - 1) < 1e-7
    return vector, vector[:-1] @ (states == 2).mean(axis=1), vector[:-1] @ (states == 1).mean(axis=1)


def run_kmc(rule, runs):
    """Clock-based kinetic Monte Carlo; rule says what happens to clocks whose rate changes."""
    sites = np.zeros((runs, n_sites), dtype=int)
    rate, _ = channel_rates(sites, base_rates, RING)
    fire = np.full(rate.shape, np.inf)
    fire[rate > 0] = rng.exponential(size=(rate > 0).sum()) / rate[rate > 0]
    alive = np.arange(runs)
    final = np.zeros_like(sites)
    events = np.zeros(runs)
    draws = 0
    while True:
        channel = fire.argmin(axis=1)
        now = fire[np.arange(len(alive)), channel]
        done = now > t_end
        final[alive[done]] = sites[done]
        go = ~done
        alive, sites, rate, fire = alive[go], sites[go], rate[go], fire[go]
        channel, now = channel[go], now[go]
        if len(alive) == 0:
            return final, events, draws / events.sum()
        events[alive] += 1
        kind, site = np.divmod(channel, n_sites)
        sites[np.arange(len(alive)), site] = NEW_STATE[kind]
        new_rate, _ = channel_rates(sites, base_rates, RING)
        fire[new_rate == 0] = np.inf
        i, j = np.nonzero((rate == 0) & (new_rate > 0))
        fire[i, j] = now[i] + rng.exponential(size=len(i)) / new_rate[i, j]
        draws += len(i)
        i, j = np.nonzero((rate > 0) & (new_rate > 0) & (rate != new_rate))
        if rule == "rescale":
            fire[i, j] = now[i] + rate[i, j] / new_rate[i, j] * (fire[i, j] - now[i])
        elif rule == "redraw":
            fire[i, j] = now[i] + rng.exponential(size=len(i)) / new_rate[i, j]
            draws += len(i)
        rate = new_rate


# ------------------------- lattice Monte Carlo against the master equation
vector, reacted_ref, molecule_ref = master()
prob = np.clip(vector[:-1], 0, None)
runs = 30000
print(f"lattice: {n_sites} sites, {3**n_sites} configurations, {runs} Monte Carlo runs per rule")
print(f"master equation: reacted {reacted_ref:.4f}, intact molecules {molecule_ref:.4f}, "
      f"events per run {vector[-1]:.3f}")
for rule in ("rescale", "redraw", "keep"):
    final, events, draws_per_event = run_kmc(rule, runs)
    counts = np.bincount(final @ 3 ** np.arange(n_sites), minlength=3 ** n_sites)
    expected = runs * prob
    common = expected >= 8
    obs = np.append(counts[common], counts[~common].sum())
    ref = np.append(expected[common], expected[~common].sum())
    statistic, freedom = ((obs - ref) ** 2 / ref).sum(), len(ref) - 1
    p_value = chi2.sf(statistic, freedom)
    reacted_runs = (final == 2).mean(axis=1)
    molecule_runs = (final == 1).mean(axis=1)
    err_reacted, err_molecule, err_events = (x.std() / np.sqrt(runs)
                                             for x in (reacted_runs, molecule_runs, events))
    print(f"{rule}: reacted {reacted_runs.mean():.4f} +- {err_reacted:.4f}, "
          f"intact {molecule_runs.mean():.4f} +- {err_molecule:.4f}")
    print(f"  events per run {events.mean():.3f} +- {err_events:.3f}, fresh draws per event {draws_per_event:.3f}")
    print(f"  chi-square {statistic:.1f} for {freedom} degrees of freedom, p = {p_value:.2g}")
    if rule == "keep":
        assert p_value < 1e-6
    else:
        assert p_value > 1e-3
        assert abs(reacted_runs.mean() - reacted_ref) < 4.5 * err_reacted
        assert abs(molecule_runs.mean() - molecule_ref) < 4.5 * err_molecule
        assert abs(events.mean() - vector[-1]) < 4.5 * err_events
    if rule == "rescale":
        draws_rescale = draws_per_event
    if rule == "redraw":
        assert draws_per_event > draws_rescale
print(f"reacted molecules per area (master equation) = {reacted_ref/site_area_nm2:.3f} nm^-2")

# --------------------------- size of the effects left out of the surface model
print("reacted fraction when a neglected effect is put in:")
print(f"  ring of 7 sites: {master(n=7)[1]:.4f} (shift {master(n=7)[1]-reacted_ref:+.1e})")
print(f"  four neighbours per site: {master(offsets=(1, -1, 2, -2))[1]:.4f}")

hop_barrier_eV = 0.45
hop_rate = prefactor * np.exp(-hop_barrier_eV / kT_eV)
print(f"  hopping, barrier {hop_barrier_eV:.2f} eV, rate {hop_rate:.2e} 1/s: {master(hop=hop_rate)[1]:.4f}")


def with_pressure_rise(rise_time, steps):
    state, dt = None, t_end / steps
    for m in range(steps):
        factor = 1 - np.exp(-(m + 0.5) * dt / rise_time)
        state, reacted, _ = master(rates=(k_ads * factor, k_des, k_rea), duration=dt, start=state)
    return reacted


rise_time = 1e-3
risen = with_pressure_rise(rise_time, 40)
assert abs(risen - with_pressure_rise(rise_time, 20)) < 5e-4
print(f"  pressure rising with time constant {rise_time*1e3:.1f} ms: {risen:.4f}")

dimer_enthalpy_eV, dimer_entropy_eV_K = 0.88, 1.85e-3     # rough, dissociation of the gas dimer
K_torr = sc.bar / sc.torr * np.exp((dimer_entropy_eV_K - dimer_enthalpy_eV / temperature) * sc.e / sc.k)
monomer = K_torr / 2 * (np.sqrt(1 + 4 * pressure_torr / K_torr) - 1)
share = monomer / pressure_torr
print(f"  gas dimers ({dimer_enthalpy_eV:.2f} eV, {dimer_entropy_eV_K*1e3:.2f} meV/K), monomer share {share:.2f}: "
      f"{master(rates=(k_ads*share, k_des, k_rea))[1]:.4f}")

imaginary_cm = 1200.0                                      # rough barrier frequency, 1/cm
wigner = 1 + (sc.h * sc.c * imaginary_cm * 100 / kT_J) ** 2 / 24
print(f"  proton tunnelling ({imaginary_cm:.0f} 1/cm), Wigner factor {wigner:.2f}: "
      f"{master(rates=(k_ads, k_des, k_rea*wigner))[1]:.4f}")

barrier_error = 0.05
change = np.exp(barrier_error / kT_eV)
print(f"  reaction barrier {barrier_error:.2f} eV higher / lower: "
      f"{master(rates=(k_ads, k_des, k_rea/change))[1]:.4f} / {master(rates=(k_ads, k_des, k_rea*change))[1]:.4f}")

thermal_time = 10e-12
print(f"thermalisation time {thermal_time*1e12:.0f} ps times fastest site rate = {thermal_time*k_des*g**2:.1e}")
print("PASS")
```

Output:

```
temperature 320 K, pressure 0.010 Torr, pulse time 1.0 ms
binding 0.60 eV, reaction barrier 0.62 eV, crowding 0.03 eV
prefactor 1.0e+13 1/s, site area 0.20 nm^2, mass 72.09 u
thermal energy kT = 0.02758 eV
adsorption rate per open site = 4625.6 1/s
desorption rate, no neighbour = 3551.5 1/s; one neighbour = 10541.3 1/s
reaction rate, no neighbour = 1719.6 1/s; one neighbour = 579.4 1/s
crowding factor g = 2.9681, 1/g = 0.3369
hand example: neighbour at 120 us, old firing time 300 us, remaining 180 us
  desorption: new remaining 60.6 us, fires at 180.6 us
  reaction: new remaining 534.3 us, fires at 654.3 us
desorption clock with one neighbour event: mean firing time 175.9 us (map), 176.0 us (formula)
  scaling the whole wait puts 0.461 of the changed events in the past
reaction clock with one neighbour event: mean firing time 1415.5 us (map), 1415.9 us (formula)
joint survival of neighbour time and two rescaled clocks: 0.1646 sampled, 0.1653 product law
mean of b times new remaining time: 1.000; if b is given only to long waits: 1.692
lattice: 6 sites, 729 configurations, 30000 Monte Carlo runs per rule
master equation: reacted 0.2811, intact molecules 0.2053, events per run 31.854
rescale: reacted 0.2813 +- 0.0008, intact 0.2043 +- 0.0009
  events per run 31.883 +- 0.038, fresh draws per event 1.466
  chi-square 479.4 for 461 degrees of freedom, p = 0.27
redraw: reacted 0.2801 +- 0.0008, intact 0.2057 +- 0.0009
  events per run 31.857 +- 0.038, fresh draws per event 2.677
  chi-square 462.8 for 461 degrees of freedom, p = 0.47
keep: reacted 0.2954 +- 0.0008, intact 0.2024 +- 0.0009
  events per run 31.058 +- 0.037, fresh draws per event 1.462
  chi-square 1865.8 for 461 degrees of freedom, p = 6.9e-168
reacted molecules per area (master equation) = 1.405 nm^-2
reacted fraction when a neglected effect is put in:
  ring of 7 sites: 0.2806 (shift -4.3e-04)
  four neighbours per site: 0.1859
  hopping, barrier 0.45 eV, rate 8.18e+05 1/s: 0.2859
  pressure rising with time constant 1.0 ms: 0.1839
  gas dimers (0.88 eV, 1.85 meV/K), monomer share 0.75: 0.2631
  proton tunnelling (1200 1/cm), Wigner factor 2.21: 0.4206
  reaction barrier 0.05 eV higher / lower: 0.0658 / 0.5680
thermalisation time 10 ps times fastest site rate = 3.1e-07
PASS
```
